# Matrix structure of time-even and time-odd operators in Kramers pairs: a numerical check

```python
# Result under test: in a basis (phi_p, K phi_p), with K antiunitary and K^2 = -1,
# a Hermitian operator O with K O K^-1 = t O has the matrix
#   [[A, B], [-t B*, t A*]]   with A = A^dagger and B^T = -t B,
# where t = +1 is time-even and t = -1 is time-odd.
# Here K = -i Sigma_y (complex conjugation) acts on four-component spinors.
# Example: hydrogen Dirac spinors in fixed electric and magnetic fields.
# Algebra in atomic units, printed energies in eV, rest energy subtracted.
import numpy as np
from scipy.special import gamma as gamma_function
from scipy.constants import fine_structure, physical_constants

c = 1.0 / fine_structure
hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_A = physical_constants["Bohr radius"][0] * 1e10
Z = 1.0
force_eV_A = 1.0            # electron charge times electric field
muB_field_eV = 0.01         # Bohr magneton times magnetic field
force_direction = np.array([1.0, 2.0, 2.0]) / 3
magnetic_direction = np.array([2.0, -1.0, 2.0]) / 3
force = force_eV_A * bohr_A / hartree_eV
magnetic_field = 2 * muB_field_eV / hartree_eV

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
beta = np.kron(sigma[2], np.eye(2))
Sigma = np.array([np.kron(np.eye(2), s) for s in sigma])


def matrix_on(matrix, psi):
    return np.einsum("ij,...jn->...in", matrix, psi)


def time_reverse(psi):
    return matrix_on(-1j * Sigma[1], psi.conj())


def unbarred_spinors(points):
    """1s1/2 m=1/2, 2p3/2 m=1/2, 2p3/2 m=3/2; shape (3, 4, points)."""
    x, y, z = points
    r = np.sqrt(x**2 + y**2 + z**2)
    zero = np.zeros_like(r)
    y00 = zero + 1 / np.sqrt(4 * np.pi)
    y10 = np.sqrt(3 / (4 * np.pi)) * z / r
    y11 = -np.sqrt(3 / (8 * np.pi)) * (x + 1j * y) / r
    angular = [(1, [y00, zero]),
               (2, [np.sqrt(2 / 3) * y10, np.sqrt(1 / 3) * y11]),
               (2, [y11, zero])]
    sigma_r = np.einsum("kij,kn->ijn", sigma, points / r)
    result = []
    for n, spin_angular in angular:
        g = np.sqrt(n**2 - (Z / c)**2)
        decay = Z / n
        ratio = (Z / c) / (n + g)
        norm = np.sqrt((2 * decay)**(2 * g + 1)
                       / gamma_function(2 * g + 1) / (1 + ratio**2))
        upper = norm * r**(g - 1) * np.exp(-decay * r) * np.array(spin_angular)
        lower = 1j * ratio * np.einsum("ijn,jn->in", sigma_r, upper)
        result.append(np.concatenate([upper, lower]))
    return np.array(result)


def kramers_basis(points):
    phi = unbarred_spinors(points)
    return np.concatenate([phi, time_reverse(phi)])


def electric(psi, points, direction=force_direction):
    return force * (direction @ points) * psi


def magnetic(psi, points):
    vector_potential = 0.5 * magnetic_field * np.cross(magnetic_direction, points.T).T
    return c * np.einsum("kij,kn,...jn->...in", alpha, vector_potential, psi)


def dirac(function, points, h=0.005):
    """Dirac-Coulomb operator minus rest energy, by finite differences."""
    psi = function(points)
    r = np.linalg.norm(points, axis=0)
    out = c**2 * matrix_on(beta - np.eye(4), psi) - Z / r * psi
    for k in range(3):
        step = np.zeros((3, 1))
        step[k] = h
        slope = (8 * (function(points + step) - function(points - step))
                 - function(points + 2 * step) + function(points - 2 * step)) / (12 * h)
        out = out - 1j * c * matrix_on(alpha[k], slope)
    return out


def split(matrix):
    n = len(matrix) // 2
    return matrix[:n, :n], matrix[:n, n:], matrix[n:, :n], matrix[n:, n:]


def block_error(matrix, t):
    A, B, C, D = split(matrix)
    return max(abs(D - t * A.conj()).max(), abs(C + t * B.conj()).max())


def symmetry_error(matrix, t):
    A, B, _, _ = split(matrix)
    return max(abs(A - A.conj().T).max(), abs(B.T + t * B).max())


# Spinors, partners and time parity, tested pointwise
rng = np.random.default_rng(4)
level = np.array([c**2 * (np.sqrt(n**2 - (Z / c)**2) / n - 1) for n in (1, 2, 2)])
energies = np.concatenate([level, level])
directions = rng.normal(size=(3, 12))
samples = directions / np.linalg.norm(directions, axis=0) * np.linspace(1, 4, 12)
residual = dirac(kramers_basis, samples) - energies[:, None, None] * kramers_basis(samples)
assert abs(residual).max() < 1e-6      # finite-difference truncation
mix = rng.normal(size=(6, 3)) + 1j * rng.normal(size=(6, 3))


def mixed(points):
    return np.einsum("pq,pin->qin", mix, kramers_basis(points))


def mixed_partner(points):
    return time_reverse(mixed(points))


psi, partner = mixed(samples), mixed_partner(samples)
assert np.allclose(time_reverse(partner), -psi, atol=1e-13)
even_then_K = time_reverse(dirac(mixed, samples) + electric(psi, samples))
K_then_even = dirac(mixed_partner, samples) + electric(partner, samples)
assert np.allclose(even_then_K, K_then_even, atol=1e-8)
assert np.allclose(time_reverse(magnetic(psi, samples)),
                   -magnetic(partner, samples), atol=1e-12)
assert abs(magnetic(partner, samples)).max() > 1e-5

# Three-dimensional quadrature
t_node, t_weight = np.polynomial.legendre.leggauss(100)
t_node, t_weight = (t_node + 1) / 2, t_weight / 2
r_max = 60.0
radius = r_max * t_node**2
radial_weight = 2 * r_max * t_node * t_weight * radius**2
cosine, cosine_weight = np.polynomial.legendre.leggauss(8)
azimuth = 2 * np.pi * np.arange(12) / 12
R, U, P = np.meshgrid(radius, cosine, azimuth, indexing="ij")
S = np.sqrt(1 - U**2)
grid = np.array([R * S * np.cos(P), R * S * np.sin(P), R * U]).reshape(3, -1)
weight = np.einsum("i,j,k->ijk", radial_weight, cosine_weight,
                   np.full(12, 2 * np.pi / 12)).ravel()


def bracket(bra, ket):
    return np.einsum("pm,qm->pq", (bra.conj() * weight).reshape(len(bra), -1),
                     ket.reshape(len(ket), -1))


basis = kramers_basis(grid)
overlap_error = abs(bracket(basis, basis) - np.eye(6)).max()
assert overlap_error < 1e-8
electric_eV = hartree_eV * bracket(basis, electric(basis, grid))
magnetic_eV = hartree_eV * bracket(basis, magnetic(basis, grid))
for matrix, parity in ((electric_eV, 1), (magnetic_eV, -1)):
    assert block_error(matrix, parity) < 1e-10
    assert symmetry_error(matrix, parity) < 1e-10
    assert abs(split(matrix)[1]).max() > 1e-3
    assert symmetry_error(matrix, -parity) > 1e-3

# General, non-orthogonal Kramers basis
chi = mixed(grid)
pairs = np.concatenate([chi, time_reverse(chi)])
coefficients = bracket(basis, pairs)
dirac_pairs = np.einsum("pq,p,pin->qin", coefficients, energies, basis)
mixed_even = hartree_eV * bracket(pairs, dirac_pairs + electric(pairs, grid))
mixed_odd = hartree_eV * bracket(pairs, magnetic(pairs, grid))
mixed_overlap = bracket(pairs, pairs)
assert abs(mixed_overlap - np.diag(np.diag(mixed_overlap))).max() > 0.1
mixed_errors = []
for matrix, parity in ((mixed_even, 1), (mixed_odd, -1), (mixed_overlap, 1)):
    mixed_errors.append(max(block_error(matrix, parity), symmetry_error(matrix, parity)))
    assert mixed_errors[-1] < 1e-6     # quadrature overlap error times energies

# Time-even but not Hermitian: block relations survive, antisymmetry does not
spin_along_field = np.einsum("k,kij->ij", magnetic_direction, Sigma)
non_hermitian = bracket(basis, electric(basis, grid) + 1j * matrix_on(spin_along_field, basis))
B_non_hermitian = split(non_hermitian)[1]
non_hermitian_defect = abs(B_non_hermitian + B_non_hermitian.T).max()
assert block_error(non_hermitian, 1) < 1e-10
assert non_hermitian_defect > 0.1

# Spectra and independent checks
dirac_eV = np.diag(energies) * hartree_eV
even_levels = np.linalg.eigvalsh(dirac_eV + electric_eV)
odd_levels = np.linalg.eigvalsh(magnetic_eV)
total_levels = np.linalg.eigvalsh(dirac_eV + electric_eV + magnetic_eV)
assert np.allclose(even_levels[::2], even_levels[1::2], atol=1e-9)
assert np.allclose(odd_levels, -odd_levels[::-1], atol=1e-9)
assert np.diff(total_levels)[::2].min() > 1e-3
z_matrix = hartree_eV * bracket(basis, electric(basis, grid, np.array([0.0, 0.0, 1.0])))
coupling = abs(z_matrix[0, 1])
low, high = level[0] * hartree_eV, level[1] * hartree_eV
root = np.sqrt((high - low)**2 / 4 + coupling**2)
two_level = np.repeat([(low + high) / 2 - root, high, (low + high) / 2 + root], 2)
assert np.allclose(even_levels, two_level, atol=1e-8)
s_splitting = np.ptp(np.linalg.eigvalsh(magnetic_eV[np.ix_([0, 3], [0, 3])]))
g_factor = s_splitting / muB_field_eV
g_expected = 2 * (1 + 2 * np.sqrt(1 - (Z / c)**2)) / 3
assert abs(g_factor - g_expected) < 1e-7


def row_text(row):
    return "  ".join(f"{round(v.real, 6) + 0.0:+.6f}{round(v.imag, 6) + 0.0:+.6f}i"
                     for v in row)


def list_text(values):
    return " ".join(f"{v:.6f}" for v in values)


print(f"nuclear charge Z = {Z:.0f}")
print(f"electric force eF = {force_eV_A:.3f} eV/angstrom, along (1,2,2)/3")
print(f"magnetic strength muB*B = {muB_field_eV:.3f} eV, along (2,-1,2)/3")
print("pair order: 1s1/2 m=1/2; 2p3/2 m=1/2; 2p3/2 m=3/2")
print(f"Dirac energy 1s1/2 = {low:.6f} eV")
print(f"Dirac energy 2p3/2 = {high:.6f} eV")
for name, matrix in (("electric", electric_eV), ("magnetic", magnetic_eV)):
    labels = ("upper left A", "upper right B", "lower left", "lower right")
    for label, block in zip(labels, split(matrix)):
        print(f"{name} operator, {label} (eV):")
        for row in block:
            print("  " + row_text(row))
print(f"1s-2p3/2 coupling, field along z = {coupling:.6f} eV")
print(f"levels, Dirac + electric (eV): {list_text(even_levels)}")
print(f"eigenvalues, magnetic alone (eV): {list_text(odd_levels)}")
print(f"levels, both fields (eV): {list_text(total_levels)}")
lowest_split = total_levels[1] - total_levels[0]
print(f"lowest pair splitting, both fields = {lowest_split:.6f} eV"
      f" = {lowest_split / hartree_eV:.4e} hartree")
print(f"1s g factor from magnetic block = {g_factor:.7f}")
print(f"largest violation, mixed basis, even = {mixed_errors[0]:.1e} eV")
print(f"largest violation, mixed basis, odd = {mixed_errors[1]:.1e} eV")
print(f"non-Hermitian even case, max |B + B^T| = {non_hermitian_defect:.4f} (a.u.)")
print("all good")
```

Running it gives:

```
nuclear charge Z = 1
electric force eF = 1.000 eV/angstrom, along (1,2,2)/3
magnetic strength muB*B = 0.010 eV, along (2,-1,2)/3
pair order: 1s1/2 m=1/2; 2p3/2 m=1/2; 2p3/2 m=3/2
Dirac energy 1s1/2 = -13.605874 eV
Dirac energy 2p3/2 = -3.401435 eV
electric operator, upper left A (eV):
  +0.000000+0.000000i  +0.214573+0.000000i  -0.092913-0.185825i
  +0.214573+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  -0.092913+0.185825i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, upper right B (eV):
  +0.000000+0.000000i  +0.053643-0.107286i  +0.000000+0.000000i
  -0.053643+0.107286i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, lower left (eV):
  +0.000000+0.000000i  -0.053643-0.107286i  +0.000000+0.000000i
  +0.053643+0.107286i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
electric operator, lower right (eV):
  +0.000000+0.000000i  +0.214573+0.000000i  -0.092913+0.185825i
  +0.214573+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  -0.092913-0.185825i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, upper left A (eV):
  +0.006667+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.004444+0.000000i  +0.007698-0.003849i
  +0.000000+0.000000i  +0.007698+0.003849i  +0.013333+0.000000i
magnetic operator, upper right B (eV):
  +0.006667+0.003333i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.008889+0.004444i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, lower left (eV):
  +0.006667-0.003333i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.008889-0.004444i  +0.000000+0.000000i
  +0.000000+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
magnetic operator, lower right (eV):
  -0.006667+0.000000i  +0.000000+0.000000i  +0.000000+0.000000i
  +0.000000+0.000000i  -0.004444+0.000000i  -0.007698-0.003849i
  +0.000000+0.000000i  -0.007698+0.003849i  -0.013333+0.000000i
1s-2p3/2 coupling, field along z = 0.321859 eV
levels, Dirac + electric (eV): -13.616016 -13.616016 -3.401435 -3.401435 -3.391293 -3.391293
eigenvalues, magnetic alone (eV): -0.020000 -0.010000 -0.006667 0.006667 0.010000 0.020000
levels, both fields (eV): -13.626018 -13.606014 -3.416771 -3.403618 -3.390887 -3.374180
lowest pair splitting, both fields = 0.020004 eV = 7.3512e-04 hartree
1s g factor from magnetic block = 1.9999645
largest violation, mixed basis, even = 6.3e-13 eV
largest violation, mixed basis, odd = 2.8e-15 eV
non-Hermitian even case, max |B + B^T| = 1.4907 (a.u.)
all good
```
